# Band offsets of a strained (001) layer with heavy-hole and light-hole splitting

## Question

I am trying to find the valence and conduction offsets of a thin zincblende layer grown coherently on a thick, unstrained (001) substrate. I have hydrostatic and shear deformation potentials, but I am stuck on how they combine with spin-orbit coupling.

My numbers are round model parameters, not those of a particular material:

- Relaxed lattice constants: layer 5.80 Å, substrate 5.70 Å.
- Layer elastic constants: \(C_{11}=0.60\) and \(C_{12}=0.27\) eV/Å³.
- Layer deformation potentials: \(a_v=1.0\), \(a_c=-7.0\), \(b=-1.8\) eV.
- Spin-orbit splittings: layer \(D_L=0.35\) eV, substrate \(D_S=0.30\) eV.
- Relaxed direct gaps: layer 0.80 eV, substrate 1.40 eV.
- The average of the three valence bands lies \(A=0.20\) eV higher in the layer than in the substrate, before strain.

I moved the heavy and light holes by equal and opposite amounts, which separates them by about 0.118 eV. That is a third of the spin-orbit splitting, so I doubt that I may ignore the split-off band. Which hole ends up on top, what are the two offsets, and what changes if the layer is stretched instead of compressed?

## Answer

Your doubt is justified: the strain mixes the light hole with the split-off band, while the heavy hole stays unmixed. It is safest to start from the orbitals, add spin-orbit coupling, and take differences with the substrate at the end. The formulas hold in atomic units; I insert numbers in eV. Intermediate values are carried unrounded, so a last digit may differ by one from a sum of rounded terms.

### The strain

The layer adopts the substrate's in-plane lattice constant, so

\[
e_\parallel=\frac{a_S}{a_L}-1=\frac{5.70}{5.80}-1=-0.01724 .
\]

Its surface is free, so \(e_\perp\) minimizes the elastic energy density

\[
U=\frac{C_{11}}{2}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).
\]

Setting \(\partial U/\partial e_\perp=C_{11}e_\perp+2C_{12}e_\parallel=0\) gives

\[
e_\perp=-\frac{2C_{12}}{C_{11}}e_\parallel=-0.90\,e_\parallel=0.01552 .
\]

The two combinations needed below are

\[
\mathrm{Tr}\,e=2e_\parallel+e_\perp=-0.01897,\qquad
e_\perp-e_\parallel=0.03276 .
\]

The first is the relative volume change, to linear order. The second measures the tetragonal distortion.

### What strain does to the orbitals

Take the conduction edge to be the s-like state at \(\Gamma\). It is nondegenerate apart from spin, so its first-order shift is linear in \(e_{xx},e_{yy},e_{zz}\). Cubic symmetry makes the three coefficients equal, and the shift is \(a_c\,\mathrm{Tr}\,e\). Shear therefore does not move this edge at first order. Conduction valleys along the \(\langle100\rangle\) axes (X valleys) are different: this strain splits the one along [001] from those in the plane, so they need a separate shear term. The four L valleys stay equivalent under this strain and feel only its trace at first order.

The valence edge has three p-like orbitals \(X,Y,Z\). Twofold rotations about the cube axes forbid this strain from coupling them. For \(X\), symmetry treats \(y\) and \(z\) alike, so

\[
\delta E_X=\alpha e_{xx}+\beta(e_{yy}+e_{zz})
=\frac{\alpha+2\beta}{3}\mathrm{Tr}\,e+(\alpha-\beta)\left(e_{xx}-\frac{\mathrm{Tr}\,e}{3}\right).
\]

Define \(a_v=(\alpha+2\beta)/3\) and \(3b=\alpha-\beta\). With this sign convention, a positive \(a_v\) or \(a_c\) means that the level rises when the volume grows. The trace moves all three orbitals by \(a_v\,\mathrm{Tr}\,e\). The remaining shifts are

\[
Z:\quad 3b\left(e_\perp-\frac{2e_\parallel+e_\perp}{3}\right)=2b(e_\perp-e_\parallel)\equiv s,
\]

\[
X,Y:\quad 3b\left(e_\parallel-\frac{2e_\parallel+e_\perp}{3}\right)=b(e_\parallel-e_\perp)=-\frac{s}{2}.
\]

They sum to zero, as they must. Here \(s=2(-1.8)(0.03276)=-0.1179\) eV.

### Adding spin-orbit coupling

Write \(D\) for \(D_L\), and assume that strain does not change it. The coupling is \((D/3)\,\mathbf L\cdot\boldsymbol\sigma\), where \(\mathbf L\cdot\boldsymbol\sigma=2\mathbf L\cdot\mathbf S=J^2-L^2-S^2\). With \(L=1\) and \(S=1/2\), this equals 1 for \(j=3/2\) and \(-2\) for \(j=1/2\). Without strain the levels are thus \(D/3\) (four states) and \(-2D/3\) (two states), measured from the valence average.

Now label the states by \(L_z=m\) and spin. The orbital \(Z\) has \(m=0\), while \(X\) and \(Y\) form \(m=\pm1\). Since \(X\) and \(Y\) shift equally, strain conserves \(J_z\). So does

\[
\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+S_-+L_-S_+ .
\]

The state \(|1,\uparrow\rangle\) is alone at \(J_z=3/2\). It is the heavy hole, with energy

\[
E_{hh}=\frac D3-\frac s2 .
\]

At \(J_z=1/2\) there are two states, \(|0,\uparrow\rangle\) and \(|1,\downarrow\rangle\). The first has \(L_z\sigma_z=0\), the second \(-1\), and \(L_+S_-|0,\uparrow\rangle=\sqrt2\,|1,\downarrow\rangle\). Their matrix is

\[
H_{1/2}=\begin{pmatrix}
s & \sqrt2\,D/3\\
\sqrt2\,D/3 & -s/2-D/3
\end{pmatrix}.
\]

Negative \(J_z\) repeats the same energies by time reversal. Half the trace is \(s/4-D/6\), and the separation \(R\) of the eigenvalues satisfies

\[
R^2=\left(\frac{3s}{2}+\frac D3\right)^2+4\,\frac{2D^2}{9}
=D^2+Ds+\frac94s^2 .
\]

The light-hole and split-off levels are therefore

\[
E_{lh}=-\frac D6+\frac s4+\frac R2,\qquad
E_{so}=-\frac D6+\frac s4-\frac R2 .
\]

For your layer, \(E_{hh}=0.1756\), \(E_{lh}=0.0799\) and \(E_{so}=-0.2555\) eV. The heavy hole is higher by 0.0957 eV, not 0.118 eV.

### Where the equal-and-opposite estimate fails

Rewrite the root as

\[
R^2=\left(D+\frac s2\right)^2+2s^2 .
\]

This describes two levels, at \(D/3+s/2\) and \(-2D/3\), coupled by a matrix element of size \(|s|/\sqrt2\). They are the light hole and the split-off state before strain mixes them. Your estimate kept the first level and dropped the coupling. Since \(R\ge D+s/2\),

\[
E_{lh}-\left(\frac D3+\frac s2\right)=\frac12\left(R-D-\frac s2\right)\ge0 ,
\]

so the estimate cannot put the light hole too high. For small \(x=s/D\), using \(\sqrt{1+u}=1+u/2-u^2/8+\dots\) with \(u=x+9x^2/4\),

\[
R=D\left(1+\frac x2+\frac{9x^2}{8}-\frac{x^2}{8}+\dots\right)
=D+\frac s2+\frac{s^2}{D}+\dots
\]

\[
E_{lh}=\frac D3+\frac s2+\frac{s^2}{2D}+O(s^3).
\]

The first-order value is 0.0577 eV and the second-order value 0.0776 eV, against 0.0799 eV from the full root. The quadratic term supplies most of the correction.

### Which hole is on top

Subtracting the levels gives

\[
E_{hh}-E_{lh}=\frac12\left(D-\frac{3s}{2}-R\right),\qquad
\left(D-\frac{3s}{2}\right)^2-R^2=-4Ds .
\]

Take \(D>0\). If \(s<0\), then \(D-3s/2\) is positive and its square exceeds \(R^2\), so the heavy hole is higher. If \(s>0\), then \(D-3s/2\) is either negative or smaller than \(R\), so the light hole is higher. With \(b<0\) and \(C_{12}/C_{11}>0\), compression in the plane gives \(s<0\) and stretching gives \(s>0\).

### The offsets

Put the energy zero at the substrate's valence average. The substrate edges are then \(D_S/3=0.10\) eV and \(0.10+1.40=1.50\) eV. Taking layer minus substrate,

\[
\Delta E_v=A+a_v\,\mathrm{Tr}\,e+\max(E_{hh},E_{lh})-\frac{D_S}{3},
\]

\[
\Delta E_c=A+\frac{D_L}{3}+E_{g,L}+a_c\,\mathrm{Tr}\,e-\frac{D_S}{3}-E_{g,S}.
\]

The conduction formula contains \(D_L/3\) because the relaxed gap is measured from the relaxed valence edge, not from the valence average. The strain splitting does not belong there. For the compressed layer,

\[
\Delta E_v=0.20-0.0190+0.1756-0.10=0.257\ \text{eV},
\]

\[
\Delta E_c=0.20+\frac{0.35}{3}+0.80+0.1328-0.10-1.40=-0.251\ \text{eV}.
\]

To the accuracy this model deserves, the offsets are 0.26 eV (0.0094 hartree) and \(-0.25\) eV (\(-0.0092\) hartree). The layer's valence edge is higher and its conduction edge lower, so both holes and electrons are attracted to it. Its gap has grown from 0.80 to 0.89 eV.

### The stretched layer

Change only the relaxed layer constant, to 5.60 Å. Then \(e_\parallel=0.01786\), \(\mathrm{Tr}\,e=0.01964\) and \(s=0.1221\) eV. The levels are \(E_{hh}=0.0556\) and \(E_{lh}=0.1951\) eV, so the light hole is now on top:

\[
\Delta E_v=0.20+0.0196+0.1951-0.10=0.315\ \text{eV},
\]

\[
\Delta E_c=0.20+\frac{0.35}{3}+0.80-0.1375-0.10-1.40=-0.521\ \text{eV}.
\]

That is about 0.31 eV (0.012 hartree) and \(-0.52\) eV (\(-0.019\) hartree), with a gap of 0.56 eV.

Without strain the offsets would be 0.217 and \(-0.383\) eV. The conduction offset moves in opposite directions in the two cases: because \(a_c<0\), it rises when the volume shrinks and falls when the volume grows. The valence offset rises in both. The reason is that the splitting lifts the top state by \(|s|/2\) when \(s<0\), and by at least \(s/2\) when \(s>0\). In these examples that lift outweighs the small hydrostatic shift of the compressed layer.

The top state also changes character. For a \(2\times2\) matrix, the weight of the first basis state in the upper eigenvector is the derivative of the upper eigenvalue with respect to the first diagonal element. This gives the \(Z\) weight of the light hole:

\[
w_Z=\frac12\left(1+\frac{3s/2+D/3}{R}\right).
\]

It is \(2/3\) without strain and 0.84 in the stretched layer. The heavy hole contains no \(Z\) orbital.

### Before you use this for a real interface

Check that \(A\), \(a_v\) and \(a_c\) share one energy reference. Adding the same amount \(\eta\) to \(a_v\) and \(a_c\) leaves the gap unchanged but moves both offsets by \(\eta\,\mathrm{Tr}\,e\). For your layer, \(\eta=1\) eV moves them by \(-0.019\) eV. Bulk gaps alone therefore cannot fix the offsets. The formula also assumes that strain changes the interface lineup only through \(a_v\,\mathrm{Tr}\,e\). If you have calculated the difference of valence averages for the strained interface itself, use it in place of \(A+a_v\,\mathrm{Tr}\,e\), and shift the conduction edge consistently.

These are band-edge offsets. They leave out confinement energies and band bending, and they no longer apply as written if dislocations relax the layer. A mismatch near 1.8% stays coherent only up to a few nanometres or a few tens of nanometres, so confinement is not negligible, and it can change which hole is on top. In the stretched layer the light hole, being lighter along [001], is pushed down more: in a simple finite well with illustrative masses of 0.05 and 0.35 electron masses, the heavy-hole level is the higher one again below a thickness between 2 and 3 nm.

The deformation-potential shifts are linear in strain by construction. The numerical check compares them with a tight-binding crystal whose bonds are actually deformed. At \(s=-0.080\) eV and a spin-orbit splitting of 0.04 eV the largest level error there is 0.0018 eV, and it falls by a factor of 15.9 when strain and spin-orbit coupling are both reduced to a quarter. This agrees with an error of second order in these small quantities. Both atoms of that crystal carry the same spin-orbit constant, so a change of volume cannot alter its splitting: the comparison tests the linear strain shifts and their mixing with spin-orbit coupling, not the assumption that strain leaves \(D\) unchanged. At the strains of the two examples above and \(D=0.35\) eV, the same crystal departs from the linear model by up to 0.006 eV when compressed and 0.009 eV when stretched, the latter in the top valence level, so the third decimal of the offsets carries no weight. The comparison sets no error bar for another material.

## Table of computed values

```
substrate lattice constant 5.70 angstrom
C11, C12 = 0.60, 0.27 eV/angstrom^3
a_v, a_c, b = 1.0, -7.0, -1.8 eV
spin-orbit layer, substrate 0.35, 0.30 eV
relaxed gap layer, substrate 0.80, 1.40 eV
valence-average offset A 0.20 eV
substrate edges v, c 0.1000, 1.5000 eV
offsets without strain v, c 0.2167, -0.3833 eV
[compressed] relaxed layer constant 5.80 angstrom
 e_par, e_perp -0.01724, 0.01552
 layer constant along z 5.8900 angstrom
 Tr e -0.01897; e_perp - e_par 0.03276
 hydrostatic shift v, c -0.0190, 0.1328 eV
 shear energy s -0.1179 eV
 E_hh, E_lh, E_so 0.1756, 0.0799, -0.2555 eV
 E_hh - E_lh 0.0957 eV
 E_lh to first, second order 0.0577, 0.0776 eV
 Z weight of light hole 0.4102
 top valence state heavy hole
 layer edges v, c 0.3567, 1.2494 eV
 strained gap 0.8928 eV
 valence offset 0.2567 eV = 0.009432 hartree
 conduction offset -0.2506 eV = -0.009208 hartree
[stretched] relaxed layer constant 5.60 angstrom
 e_par, e_perp 0.01786, -0.01607
 layer constant along z 5.5100 angstrom
 Tr e 0.01964; e_perp - e_par -0.03393
 hydrostatic shift v, c 0.0196, -0.1375 eV
 shear energy s 0.1221 eV
 E_hh, E_lh, E_so 0.0556, 0.1951, -0.2507 eV
 E_hh - E_lh -0.1396 eV
 E_lh to first, second order 0.1777, 0.1991 eV
 Z weight of light hole 0.8363
 top valence state light hole
 layer edges v, c 0.4148, 0.9792 eV
 strained gap 0.5644 eV
 valence offset 0.3148 eV = 0.011568 hartree
 conduction offset -0.5208 eV = -0.019140 hartree
[tight-binding test crystal]
 a_v, a_c, b 0.970, -5.174, -2.633 eV
 linear shear shift of s level 0.0e+00 eV
 shear energy s at full strain -0.0800 eV
 largest error, full strain 0.001843 eV
 largest error, quarter strain 0.000116 eV
 error ratio 15.87 (quadratic law: 16)
```
